# Cyclotron mass of warped heavy-hole orbits in germanium

## Problem

A pure, unstrained germanium crystal at 4.2 K is placed in a magnetic field of strength $\mathcal B$ along [001]. Its holes near the top of the valence band are described by the four-band Luttinger matrix

$$
H=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i J_i^2k_i^2-4\gamma_3\sum_{i<j}\tfrac12(J_iJ_j+J_jJ_i)k_ik_j\Big],
$$

where $J_x,J_y,J_z$ are the spin-3/2 matrices, the axes are the cubic axes, and $m_0$ is the free-electron mass. Energy is counted as hole energy, positive downward from the band edge. Take the rough germanium values $\gamma_1=13.4$, $\gamma_2=4.25$, $\gamma_3=5.7$.

1. Find the heavy-hole contour of energy $E$ in the plane $k_z=0$.
2. Estimate the cyclotron mass from the scaling of its area.
3. Calculate the semiclassical mass without approximating the contour, and compare it with the estimate.
4. Find the resonant field at 24 GHz, and decide how far the mass at $k_z=0$ describes the holes in the crystal.

## The contour

Set $k_z=0$, $k_x=k\cos\varphi$, $k_y=k\sin\varphi$. With $J_\pm=J_x\pm iJ_y$ and $J^2=15/4$,

$$
J_{x,y}^2=\tfrac12\big(\tfrac{15}{4}-J_z^2\big)\pm\tfrac14(J_+^2+J_-^2),\qquad
\tfrac12(J_xJ_y+J_yJ_x)=\frac{J_+^2-J_-^2}{4i}.
$$

The upper sign belongs to $J_x^2$. For a state with $J_z=m$, the diagonal part of the square bracket in $H$ is

$$
k^2\big[\gamma_1+\tfrac52\gamma_2-\gamma_2(\tfrac{15}{4}-m^2)\big]=k^2\big[\gamma_1+\gamma_2(m^2-\tfrac54)\big].
$$

This is $(\gamma_1+\gamma_2)k^2$ for $m=\pm3/2$ and $(\gamma_1-\gamma_2)k^2$ for $m=\pm1/2$.

The remaining terms change $m$ by two, so the matrix splits into two blocks, $(3/2,-1/2)$ and $(1/2,-3/2)$. In both, the matrix element of $J_+^2$ is $2\sqrt3$. The off-diagonal element is therefore

$$
R=-\sqrt3\,\gamma_2(k_x^2-k_y^2)+2\sqrt3\,i\gamma_3k_xk_y
=-\sqrt3\,k^2(\gamma_2\cos2\varphi-i\gamma_3\sin2\varphi).
$$

The eigenvalues of a block are the mean of its diagonal elements, $\gamma_1k^2$, plus or minus $\sqrt{\gamma_2^2k^4+|R|^2}$. Under the root,

$$
\gamma_2^2+3\gamma_2^2\cos^22\varphi+3\gamma_3^2\sin^22\varphi
=4\gamma_2^2+3(\gamma_3^2-\gamma_2^2)\sin^22\varphi .
$$

Define $A=\gamma_1$, $B=2\gamma_2$, $C^2=12(\gamma_3^2-\gamma_2^2)$ and $q=C^2/4$. The heavy hole has the smaller energy at given $k$, hence the minus sign:

$$
E=\frac{\hbar^2k^2}{2m_0}\,g(\varphi),\qquad g=A-W,\qquad W=\sqrt{B^2+q\sin^22\varphi}.
$$

Both blocks give the same energy. The contour is

$$
k^2(\varphi)=\frac{2m_0E}{\hbar^2g(\varphi)} .
$$

It is closed if $g>0$ in every direction, that is, if $A^2>B^2+q$. Here $A=13.4$, $B=8.5$ and $q=43.283$, which gives

| direction | $\varphi$ | $g$ | $1/g$ |
|---|---|---|---|
| [100] | 0° | 4.9000 | 0.2041 |
| between | 22.5° | 3.7103 | 0.2695 |
| [110] | 45° | 2.6514 | 0.3772 |

The contour is more than a slightly squared circle. Near [100], $q\sin^22\varphi\approx C^2\varphi^2$, so $W\approx B+C^2\varphi^2/(2B)$ and

$$
k\approx k_{100}\Big[1+\frac{C^2\varphi^2}{4B(A-B)}\Big],\qquad
k_x=k\cos\varphi\approx k_{100}\Big[1+\Big(\frac{C^2}{4B(A-B)}-\frac12\Big)\varphi^2\Big].
$$

If $C^2>2B(A-B)$, then $k_x$ has a local minimum at $\varphi=0$ and the contour is dented there. The ratio $C^2/[2B(A-B)]$ is 2.08, so this contour has four dents along ⟨100⟩ and four bulges along ⟨110⟩.

## First estimate by scaling

Multiplying every wave vector by $\lambda$ multiplies the energy by $\lambda^2$ and the enclosed area $S$ by $\lambda^2$. Hence $S\propto E$, and a mass built from $\hbar$, $S$ and $E$ has the form $\hbar^2S/E$ times a number. A circular parabolic band fixes that number: there $S=\pi k^2=2\pi mE/\hbar^2$, so

$$
m\simeq\frac{\hbar^2S}{2\pi E}.
$$

The contour lies between a circle of radius $k_{100}$ and one of radius $k_{110}$. These circles would have masses $m_0/g(0)=0.204\,m_0$ and $m_0/g(45^\circ)=0.377\,m_0$. Taking the area halfway between theirs gives

$$
m_{\rm est}=\tfrac12(0.2041+0.3772)\,m_0=0.291\,m_0 .
$$

The scaling also shows that, in this model, the mass at $k_z=0$ does not depend on energy.

## Exact semiclassical solution

A hole of charge $+e$ obeys $\hbar\dot{\mathbf k}=e\,\mathbf v\times\boldsymbol{\mathcal B}$ with $\mathbf v=\nabla_kE/\hbar$. The force has no component along the field, so $k_z$ is constant. It is also perpendicular to $\mathbf v$, so $E$ is constant, and the hole moves along the contour at the rate

$$
|\dot{\mathbf k}|=\frac{e\mathcal B}{\hbar^2}|\nabla_\perp E| .
$$

Here $\nabla_\perp$ is the gradient in the plane normal to the field. The period is the integral of $d\ell/|\dot{\mathbf k}|$ around the contour. Raising the energy by $dE$ moves each piece $d\ell$ outward by $dE/|\nabla_\perp E|$, so the same integral is an area derivative:

$$
T=\frac{\hbar^2}{e\mathcal B}\oint\frac{d\ell}{|\nabla_\perp E|}=\frac{\hbar^2}{e\mathcal B}\frac{\partial S}{\partial E}\bigg|_{k_z}.
$$

The cyclotron mass is defined by $2\pi/T=e\mathcal B/m_c$. Therefore

$$
m_c=\frac{\hbar^2}{2\pi}\frac{\partial S}{\partial E}\bigg|_{k_z}.
$$

Each ray from the origin meets the contour once, because $E$ grows as $k^2$ along it. The dents therefore cause no difficulty in polar coordinates:

$$
S=\frac12\int_0^{2\pi}k^2\,d\varphi=\frac{m_0E}{\hbar^2}\int_0^{2\pi}\frac{d\varphi}{g(\varphi)},
\qquad
\boxed{\frac{m_c}{m_0}=\frac1{2\pi}\int_0^{2\pi}\frac{d\varphi}{g(\varphi)}}
$$

The integrand has a direct meaning. From the equation of motion,

$$
\dot\varphi=\frac{k_x\dot k_y-k_y\dot k_x}{k^2}=-\frac{e\mathcal B}{\hbar k^2}(k_xv_x+k_yv_y)=-\frac{2e\mathcal BE}{\hbar^2k^2}=-\frac{e\mathcal B}{m_0}\,g(\varphi).
$$

The third step uses $\mathbf k\cdot\nabla_kE=2E$. The hole turns slowly through the bulges, where $g$ is small, and quickly past the dents. The mass is the time per turn, in units of $2\pi/(e\mathcal B)$.

### Evaluation by hand

The integrand repeats every 90°, so it is a series $1/g=\sum_{j\ge0}c_j\cos4j\varphi$, and the mass is $c_0$. Averaging over $N$ equally spaced angles in one quarter turn, starting at $\varphi=0$, removes every term except those with $j=0,N,2N,\dots$ The error is $c_N+c_{2N}+\dots$, which falls exponentially with $N$ because $1/g$ is a smooth analytic function of $\varphi$. Four angles, 0°, 22.5°, 45° and 67.5°, give

$$
\frac{m_c}{m_0}\approx\frac{0.2041+2(0.2695)+0.3772}{4}=0.2801 .
$$

Eight angles give 0.279897, and going to 64 changes this by only $5\times10^{-8}$. So the mass is $0.280\,m_0$ for the stated parameters.

### Closed form

Put $D=A^2-B^2=107.310$ and $\theta=2\varphi$. Multiplying numerator and denominator by $A+W$ gives

$$
\frac1{A-W}=\frac{A}{D-q\sin^2\theta}+\frac{W}{D-q\sin^2\theta}.
$$

The average over a full turn equals $(2/\pi)\int_0^{\pi/2}d\theta$. For the first term, $t=\tan\theta$ gives

$$
\frac{2A}{\pi}\int_0^\infty\frac{dt}{D+(D-q)t^2}=\frac{A}{\sqrt{D(D-q)}} .
$$

In the second term, write $W=W^2/W$ and $W^2=A^2-(D-q\sin^2\theta)$:

$$
\frac{W}{D-q\sin^2\theta}=\frac{A^2}{(D-q\sin^2\theta)W}-\frac1W .
$$

These are complete elliptic integrals. With

$$
K(m)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-m\sin^2\theta}},\qquad
\Pi(n|m)=\int_0^{\pi/2}\frac{d\theta}{(1-n\sin^2\theta)\sqrt{1-m\sin^2\theta}},
$$

the result is

$$
\frac{m_c}{m_0}=\frac{A}{\sqrt{D(D-q)}}+\frac{2}{\pi B}\Big[\frac{A^2}{D}\,\Pi\Big(\frac qD\Big|-\frac q{B^2}\Big)-K\Big(-\frac q{B^2}\Big)\Big].
$$

The two parts are 0.16166 and 0.11824, with sum 0.27990.

The light hole has $g=A+W$, which reverses the sign of the second part and gives $0.16166-0.11824=0.0434$. The two masses thus add to $2A/\sqrt{D(D-q)}$, in units of $m_0$.

Two limits show what controls the heavy mass. If $\gamma_3=\gamma_2$, then $q=0$, both elliptic integrals equal $\pi/2$, and

$$
\frac{m_c}{m_0}=\frac AD+\frac1B\Big(\frac{A^2}{D}-1\Big)=\frac{A+B}{D}=\frac1{A-B},
$$

the mass of a circular contour. If instead $q\to D$, then $g\to0$ along [110]. The light mass stays finite while the sum diverges, so the heavy mass grows as $(D-q)^{-1/2}$ and the orbit ceases to close.

## Comparison of estimate and solution

The estimate, 0.291, is 3.8 % above the exact value. The sign of this error can be derived. Regard $1/g$ as a function of $y=\sin^22\varphi$. Since $dW/dy=q/(2W)$,

$$
\frac{d}{dy}\frac1g=\frac{q}{2Wg^2},\qquad
\frac{d^2}{dy^2}\frac1g=\frac{q^2}{4W^3g^3}(2W-g)=\frac{q^2}{4W^3g^3}(3W-A).
$$

Because $W\ge B$ and $3B=25.5$ exceeds $A=13.4$, the function is convex. It lies below the chord joining its end values at $y=0$ and $y=1$, and above its tangent at $y=\tfrac12$. The average of $y$ over a turn is $\tfrac12$. Averaging the chord and the tangent therefore gives

$$
0.2695<\frac{m_c}{m_0}<0.2906 .
$$

The upper bound is the scaling estimate and the lower one is the value of $1/g$ at 22.5°. Their mean is the four-angle result. The estimate is too high because it assigns the intermediate directions more area than they have.

Two further calculations test the area theorem and its use here. In the first, contour radii were found from the eigenvalues of the four-band matrix, and the area was differentiated numerically. In the second, the equation of motion was integrated through a complete orbit. Both gave $0.279897\,m_0$.

## Resonance at 24 GHz

For holes at $k_z=0$, the resonance condition $2\pi f=e\mathcal B/m_c$ gives

$$
\mathcal B=\frac{2\pi f\,m_c}{e}=\frac{2\pi(24\times10^9\ \mathrm{s^{-1}})(2.550\times10^{-31}\ \mathrm{kg})}{1.602\times10^{-19}\ \mathrm C}=0.240\ \mathrm T .
$$

For a hole with $E=k_BT=0.3619$ meV, and with $\hbar^2/2m_0=38.10$ meV nm²,

$$
k_{100}=\sqrt{\frac{0.3619}{38.10\times4.900}}=0.0440\ \mathrm{nm^{-1}},\qquad k_{110}=0.0599\ \mathrm{nm^{-1}},
$$

$$
S=\pi\,\frac{0.3619}{38.10}\times0.2799=0.00835\ \mathrm{nm^{-2}} .
$$

With a scattering time of roughly 50 ps, $\omega\tau=7.5$, so a hole completes about one orbit between collisions and the resonance is distinct. At 300 K a rough mobility of 1900 cm²/Vs corresponds to $\tau=0.30$ ps for this mass. At the same frequency $\omega\tau$ is then 0.046, and there is no resonance.

## How far the result describes real holes

**Motion along the field.** For $k_z\ne0$ the four-band energy is

$$
E=\frac{\hbar^2}{2m_0}\Big[Ak^2-\sqrt{B^2k^4+C^2(k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2)}\Big].
$$

This agrees with direct diagonalization of the matrix at 40 random wave vectors. Let $k_{001}$ be the radius of the constant-energy surface along the field. The area derivative at fixed $k_z$ gives masses of 0.281, 0.295 and 0.336 $m_0$ at $k_z/k_{001}=0.25$, 0.5 and 0.75. The mass is even in $k_z$, so it is stationary at $k_z=0$, and orbits with small $k_z$ resonate at nearly the same field. The other orbits listed resonate at higher field when the frequency is fixed.

Weighted by population, the mean mass over $|k_z|\le k_{001}$ is $0.327\,m_0$; this range holds 71 % of the heavy holes. It is not a predicted peak position, because absorption also weights each orbit by its transverse velocity. In a classical average over all thermal heavy holes, with a constant scattering time of 50 ps, the 24 GHz absorption peaks near 0.248 T, about 3 % above the field for $k_z=0$. The shift is smaller for longer scattering times. The density-of-states mass, $0.346\,m_0$, is a different average again and should not be replaced by 0.28 when carriers are counted.

**Discrete Landau levels.** The cyclotron energy is 0.0993 meV, so $k_BT$ spans only 3.65 level spacings. To size the quantum correction, treat the in-plane wave vector as an operator. In electron language, with charge $-e$, $k_x-ik_y=\sqrt{2e\mathcal B/\hbar}\,a$, where $a$ lowers the oscillator index. Then $k_x^2+k_y^2=(2e\mathcal B/\hbar)(a^\dagger a+\tfrac12)$, and

$$
R=-\sqrt3\,\frac{2e\mathcal B}{\hbar}\Big[\frac{\gamma_2+\gamma_3}2\,a^2+\frac{\gamma_2-\gamma_3}2\,a^{\dagger2}\Big].
$$

The axial approximation drops the $a^{\dagger2}$ term. Adding the magnetic term $\kappa J_z\hbar e\mathcal B/m_0$, with $\kappa$ roughly 3.4, leaves a two-by-two matrix for each $n\ge2$. In units of $\hbar e\mathcal B/m_0$, the first block has diagonal elements

$$
(\gamma_1+\gamma_2)(n-\tfrac32)+\tfrac32\kappa,\qquad(\gamma_1-\gamma_2)(n+\tfrac12)-\tfrac12\kappa,
$$

and an off-diagonal element of size $\sqrt3\,\tfrac12(\gamma_2+\gamma_3)\sqrt{n(n-1)}$. The second block has diagonal elements $(\gamma_1-\gamma_2)(n-\tfrac32)+\tfrac12\kappa$ and $(\gamma_1+\gamma_2)(n+\tfrac12)-\tfrac32\kappa$.

The inverse spacing of the lower eigenvalues is a mass in units of $m_0$. For the step $n=2\to3$ it is 0.200 and 0.233 in the two blocks; for $10\to11$ it is 0.261 and 0.262. The semiclassical limit of this axial model is 0.264, so the first of these steps departs from it by 24 % and 12 %, the later one by about 1 %. The levels $n=0$ and $n=1$, which have only one component in each block, are not part of this comparison. The axial limit is itself 6 % below 0.280, which is the cost of dropping the warping term. With that term kept, the heavy-hole levels between 100 and 300 units have a mean spacing corresponding to $0.2798\,m_0$ in both blocks. At 4.2 K and 0.24 T, the semiclassical mass is thus the high-level limit of a spectrum whose lowest lines lie elsewhere.

**Material and model.** Measured heavy-hole cyclotron masses in germanium for this field direction are roughly $0.28\,m_0$. The agreement is not independent evidence for the model, since cyclotron resonance is one source of the band parameters. Raising $\gamma_1$ by 0.1 lowers the mass to 0.272, and raising $\gamma_3$ by 0.1 raises it to 0.289, the other parameters being held fixed. Two digits are therefore all that rough parameters support.

Including the split-off band, 290 meV away, raises the mass by 0.1 % at $E=k_BT$ for 4.2 K. At 25.9 meV, which is $k_BT$ at 300 K, the mass becomes $0.304\,m_0$. For a photoexcited density of $10^{11}$ cm⁻³ and relative permittivity 16, the squared ratio of plasma to microwave frequency is 0.003, and the Fermi energy is about $6\times10^{-4}\,k_BT$ for two heavy-hole states per wave vector, so collective shifts and degeneracy are small. The numerical output lists the smaller value $3.95\times10^{-4}$ because it assumes four states per wave vector. Strained germanium channels break the assumption of an unstrained crystal: strain separates the heavy and light bands at $k=0$, the energy no longer scales as $k^2$ over energies comparable with that splitting, and well below it the top band is parabolic again but with a different mass (for biaxial [001] strain with the $m=\pm3/2$ states on top, the diagonal element above gives an in-plane mass near $m_0/(\gamma_1+\gamma_2)$). The value 0.28 therefore cannot be carried over. The size of that change depends on the strain and is not calculated here.

The main values are in the numerical output below.

## Computed results

```
inputs gamma1, gamma2, gamma3, kappa: 13.4 4.25 5.7 3.4
A, B, |C|: 13.40 8.50 13.158
D = A^2-B^2, q = C^2/4: 107.310 43.283
phi = 0 deg: g = 4.9000, 1/g = 0.2041
phi = 22.5 deg: g = 3.7103, 1/g = 0.2695
phi = 45 deg: g = 2.6514, 1/g = 0.3772
mass with 1 angles per quarter turn: 0.204082 m0
mass with 2 angles per quarter turn: 0.290621 m0
mass with 4 angles per quarter turn: 0.280072 m0
mass with 8 angles per quarter turn: 0.279897 m0
cyclotron mass, converged: 0.279897 m0 = 2.5497e-31 kg
angular mesh shift, 8 to 64 angles: -4.8e-08 m0
elementary part, elliptic part: 0.161660 0.118237 m0
light-hole cyclotron mass: 0.043422 m0
mass from numerical area derivative: 0.279897 m0
mass from integrated orbit period: 0.279897 m0
mass from high Landau levels, two blocks: 0.27978 0.27979 m0
Landau basis shift, 200 to 260 states: 5.6e-17 m0
dent criterion C^2/(2B(A-B)), dented if > 1: 2.078
temperature, kT: 4.2 K, 0.3619 meV
hbar^2/2m0: 38.0998 meV nm^2
contour radii at E = kT, [100] and [110]: 0.04403 0.05986 nm^-1
contour area at E = kT: 0.008353 nm^-2
frequency, resonant field: 24 GHz, 0.2400 T
cyclotron energy: 0.0993 meV; kT over it: 3.65
mass at kz = 0.25 of the [001] radius: 0.2813 m0
mass at kz = 0.5 of the [001] radius: 0.2946 m0
mass at kz = 0.75 of the [001] radius: 0.3363 m0
population mean mass, |kz| up to [001] radius: 0.3273 m0
share of heavy holes in that range: 70.7 %
density-of-states mass: 0.3462 m0
spin-orbit splitting: 290 meV
six-band mass at E = kT(4.2 K): 0.28017 m0, 0.098 %
six-band mass at E = kT(300 K) = 25.85 meV: 0.3036 m0
axial approximation, semiclassical mass: 0.2637 m0
axial Landau step n = 2 to 3, two blocks: 0.2001 0.2325 m0
axial Landau step n = 3 to 4, two blocks: 0.2341 0.2466 m0
axial Landau step n = 5 to 6, two blocks: 0.2534 0.2565 m0
axial Landau step n = 10 to 11, two blocks: 0.2613 0.2617 m0
scattering time (rough), omega tau at 4.2 K: 50 ps, 7.54
300 K: mobility (rough) 1900 cm2/Vs, tau 0.302 ps, omega tau 0.0456
hole density, relative permittivity: 1e+11 cm^-3, 16
(plasma frequency / microwave frequency)^2: 0.00313
zero-temperature Fermi energy / kT: 3.95e-04
mass if gamma1 is raised by 0.1: 0.2719 m0
mass if gamma3 is raised by 0.1: 0.2891 m0
```
